# LinK exchange: early loop exits and when the work is linear

**Result.** LinK builds the exchange matrix from the shell quartets whose density-weighted Schwarz estimate exceeds a threshold $\tau$. With sorted lists, three early exits find this set without loss. For $N$ shells and $N_{\rm kept}$ surviving quartets, the search needs at most $3N_{\rm kept}+N$ comparisons.

The integral work becomes linear in $N$ at fixed $\tau$ for any idempotent density, provided that the basis functions are local and the smallest overlap eigenvalue stays away from zero. Exponential decay of the density matrix is therefore not necessary for linearity. It is equivalent to a density range that grows only as $\ln(1/\tau)$, so tightening $\tau$ moves the onset of linear work only logarithmically. In a one-dimensional metal the range grows as $1/\tau$, and linear work may lie far beyond any practical size.

## Conventions and the estimate

Orbitals are real. The density matrix of one spin is $P=CC^T$, where the columns of $C$ are the occupied orbitals and $C^TSC=1$, with $S$ the overlap matrix. The exchange matrix is
$$K_{\lambda\sigma}=\sum_{\mu\nu}P_{\mu\nu}(\mu\lambda|\nu\sigma).$$
For a closed shell the exchange energy is $E_x=-\mathrm{Tr}\,PK$: each of the two spins contributes $-\tfrac12\mathrm{Tr}\,PK$.

Write $(f|g)$ for the Coulomb interaction of two real charge distributions. In Fourier space $(f|f)$ is an integral of $4\pi|\tilde f(\mathbf k)|^2/k^2$ with a positive prefactor, so it is not negative. For every real $x$,
$$0\le(f-xg|f-xg)=(f|f)-2x(f|g)+x^2(g|g).$$
Choosing $x=(f|g)/(g|g)$ gives $(f|g)^2\le(f|f)(g|g)$. With $f=\mu\lambda$ and $g=\nu\sigma$,
$$|(\mu\lambda|\nu\sigma)|\le Q_{\mu\lambda}Q_{\nu\sigma},\qquad Q_{\mu\lambda}=(\mu\lambda|\mu\lambda)^{1/2}.$$
A quartet is kept if
$$|P_{\mu\nu}|\,Q_{\mu\lambda}\,Q_{\nu\sigma}>\tau.\tag{1}$$
For shells with several functions, $Q$ and $|P|$ stand for the largest values in the block. The product in (1) is then an upper bound for every contribution from that quartet.

## Three shells by hand

Take three shells with these round values, chosen only to make the search easy to follow:

- $Q_{11}=Q_{22}=Q_{33}=1$, $Q_{12}=Q_{23}=0.1$, $Q_{13}=0.001$, in $E_h^{1/2}$;
- $|P_{11}|=0.5$, $|P_{12}|=0.2$, $|P_{13}|=0.01$;
- $\tau=0.03\,E_h$.

Fix $\mu=1$. In descending $Q$, its partners are $\lambda=1,2,3$. The largest $Q_{\nu\sigma}$ is 1 for each $\nu$, so sorting $\nu$ by $|P_{1\nu}|$ also gives $1,2,3$. The partners $\sigma$ of each $\nu$ are taken in descending $Q_{\nu\sigma}$.

For $\lambda=1$:

- $\nu=1$: the products are $0.5$ and $0.05$, both kept, then $0.0005$, which fails.
- $\nu=2$: $0.2$ is kept and $0.2\times0.1=0.02$ fails. The remaining $\sigma$ is skipped.
- $\nu=3$: the first product, $0.01$, fails. This ends the $\nu$ loop.

For $\lambda=2$, every product carries $Q_{12}=0.1$:

- $\nu=1$: $0.05$ is kept and $0.005$ fails.
- $\nu=2$: $0.02$ fails at once, and $\nu=3$ is skipped.

For $\lambda=3$, the first and largest product is $0.5\times0.001=0.0005$. It fails, and the search for $\mu=1$ is over.

Four quartets were kept after $3+2+1+2+1+1=10$ comparisons, where a full scan makes $3^3=27$.

## The general search

Define $q_\nu=\max_\sigma Q_{\nu\sigma}$. Sort the partners of each shell by descending $Q$, and for each $\mu$ sort the $\nu$ by descending $|P_{\mu\nu}|q_\nu$. Then, for each $\mu$:

1. Take $\lambda$ in descending $Q_{\mu\lambda}$.
2. Take $\nu$ in descending $|P_{\mu\nu}|q_\nu$.
3. Take $\sigma$ in descending $Q_{\nu\sigma}$, keep quartets satisfying (1), and leave the $\sigma$ loop at the first failure.
4. If this $\nu$ gave no survivor, leave the $\nu$ loop.
5. If this $\lambda$ gave no survivor, leave the $\lambda$ loop.

Each exit is lossless because the quantity it monitors cannot rise again. At fixed $\mu,\lambda,\nu$, the product falls with $\sigma$. At fixed $\mu,\lambda$, the best product available to $\nu$ is $Q_{\mu\lambda}|P_{\mu\nu}|q_\nu$; it is the first one examined, and it falls along the $\nu$ list. At fixed $\mu$, the best product available to $\lambda$ is $Q_{\mu\lambda}\max_\nu|P_{\mu\nu}|q_\nu$, which falls along the $\lambda$ list.

Now count the failed comparisons:

- A visit to a $\nu$ that yields survivors has at most one failure. There are at most $N_{\rm kept}$ such visits.
- A pair $\mu\lambda$ that yields survivors meets at most one $\nu$ without any, at the cost of one failure. There are at most $N_{\rm kept}$ such pairs.
- Each $\mu$ meets at most one $\lambda$ without survivors, again with one failure.

Adding the $N_{\rm kept}$ successes gives
$$N_{\rm comparisons}\le3N_{\rm kept}+N.$$
In the hand example, the bound for the single shell $\mu=1$ is $3\times4+1=13$, against 10 made.

This count excludes the preparation. Scanning a dense $P$ or all shell pairs costs $O(N^2)$ cheap operations, and sorting complete rows adds a logarithm. Strictly linear preparation needs sparse lists.

A distinct integral can enter $K$ through four density blocks: $P_{\mu\nu}$, $P_{\mu\sigma}$, $P_{\lambda\nu}$ and $P_{\lambda\sigma}$. The lists are therefore merged, and the integral is evaluated once if any of these weights makes it significant.

## Six hydrogen molecules

The first numerical case is a row of six H$_2$ molecules with bond length 1.4 bohr and a spacing of 5 bohr, in RHF/6-31G**. This level leaves out electron correlation and has a finite basis; here it supplies a density on which to measure screening errors. There are 36 shells and $36^4=1\,679\,616$ ordered quartets.

At $\tau=10^{-6}\,E_h$ the search keeps 142,786 quartets, or 8.5% of all, with 157,602 comparisons. That is 1.10 comparisons per survivor, well below the guaranteed limit. Requiring only $Q_{\mu\lambda}Q_{\nu\sigma}>\tau$ would keep 316,400. After merging, 28,757 of 222,111 distinct shell quartets remain, or 13%. The kept set was tested against a full scan of (1) and agreed at all three thresholds used.

Errors are those of the ordered set before merging, measured against $K$ from all integrals with the same density:

| $\tau$ ($E_h$) | largest $K$ error ($E_h$) | $E_x$ error ($E_h$) |
|---|---|---|
| $10^{-4}$ | $5.2\times10^{-4}$ | $-1.3\times10^{-3}$ |
| $10^{-6}$ | $5.1\times10^{-6}$ | $-5.2\times10^{-6}$ |
| $10^{-8}$ | $5.7\times10^{-8}$ | $-1.3\times10^{-7}$ |

The largest $K$ error is about five times $\tau$, not below it, because $\tau$ limits each discarded contribution and many of them add up in one element. The rigorous limit is the sum of the discarded estimates, taken over basis functions $\mu,\nu$, so that a block with $p$ shells counts once for each of its function pairs,
$$|\Delta K_{\lambda\sigma}|\le\sum_{\mu\nu\ \rm discarded}|P_{\mu\nu}|Q_{\mu\lambda}Q_{\nu\sigma}.$$
Evaluated with $Q$ and $|P|$ of single functions instead of shell maxima, its largest value at $\tau=10^{-6}\,E_h$ is $4.8\times10^{-5}\,E_h$, about nine times the largest actual error. Relative to $E_x=-3.961\,E_h$, the energy error at this threshold is $1.3\times10^{-6}$. These numbers belong to this basis. In cc-pVDZ and cc-pVTZ, $E_x$ is $-3.973\,E_h$, a shift of $0.012\,E_h$. At $\tau=10^{-6}\,E_h$ the kept fraction rises to 11% in cc-pVDZ and to 22% in 6-31++G**, the largest $K$ error rises to about $7\tau$ and $10\tau$, and the $E_x$ error becomes positive in both.

## Why idempotency already gives linear work

From $C^TSC=1$ follows $PSP=CC^TSCC^T=P$. Let $v$ be column $\mu$ of $P$, and let $s_{\min}>0$ be the smallest eigenvalue of $S$. Then
$$P_{\mu\mu}=(PSP)_{\mu\mu}=v^TSv\ge s_{\min}\sum_\nu P_{\mu\nu}^2.$$
The sum contains $P_{\mu\mu}^2$, so $P_{\mu\mu}\ge s_{\min}P_{\mu\mu}^2$ and $P_{\mu\mu}\le1/s_{\min}$. Inserting this again,
$$\sum_\nu P_{\mu\nu}^2\le\frac{P_{\mu\mu}}{s_{\min}}\le\frac1{s_{\min}^2}.$$
If $n$ elements of the row exceed $\varepsilon$ in magnitude, their squares sum to at least $n\varepsilon^2$. Hence $n\le1/(s_{\min}\varepsilon)^2$, whatever the size of the system.

Let $q_{\max}$ be the largest $Q$. A survivor of (1) needs $|P_{\mu\nu}|>\varepsilon=\tau/q_{\max}^2$. Since $P=CC^T$, the Cauchy inequality gives $|P_{\mu\nu}|\le(P_{\mu\mu}P_{\nu\nu})^{1/2}\le1/s_{\min}$. A survivor therefore also needs $Q_{\mu\lambda}>\tau s_{\min}/q_{\max}$, and likewise for $Q_{\nu\sigma}$. For local functions at fixed atomic density, only some number $m$ of partners, independent of $N$, can satisfy this. With one function per shell,
$$N_{\rm kept}\le N\,m^2\,\frac{q_{\max}^4}{s_{\min}^2\tau^2}.$$
Shells of at most $b$ functions add a factor $b$, because any of the $b$ rows may supply the large element. No spatial decay of $P$ was assumed. The guarantee weakens as diffuse functions drive $s_{\min}$ towards zero.

A random projector of rank $N/2$ in an orthonormal basis shows what the statement does and does not promise. It has no notion of distance, yet the mean number of elements per row above 0.05 falls from 28.9 at $N=256$ to 2.4 at $N=1024$. For a typical $P_{\mu\mu}=\tfrac12$, the off-diagonal squares sum to $P_{\mu\mu}-P_{\mu\mu}^2=\tfrac14$. Spread over about $N$ elements, this gives a typical size $1/(2\sqrt N)$, which sinks below any fixed threshold. The count becomes small because nearly all of that weight is discarded. A linear count is thus no guarantee of accuracy.

## What exponential decay adds

Let $R(\varepsilon)$ be the largest distance at which $|P|>\varepsilon$, for all system sizes together. If $|P(r)|\le Ae^{-\gamma r}$, then $|P|>\varepsilon$ requires
$$r<\frac{\ln(A/\varepsilon)}{\gamma}.$$
Conversely, suppose $R(\varepsilon)\le a+b\ln(1/\varepsilon)$ for all small $\varepsilon$, with $b>0$. An element of small magnitude $p$ at distance $r$ exceeds every $\varepsilon<p$, so $r\le a+b\ln(1/\varepsilon)$. Letting $\varepsilon\to p$ and solving for $p$ gives $p\le e^{a/b}e^{-r/b}$. Larger elements lie within a finite distance and only change the constant. A logarithmic range and exponential decay are therefore the same property.

**Insulating chain.** Place one normalized $s$ Gaussian of exponent 0.5 bohr$^{-2}$ on each site, with spacing 2 bohr. The overlap at $d$ sites is $e^{-d^2}$. The density comes from a half-filled hopping model in the Löwdin basis, with alternating hoppings $t_1=1.5$ and $t_2=0.5$ in a common arbitrary unit.

With wavevector $k$ per two-site cell, the amplitudes $a,b$ on the two sites obey $Ea=-gb$ and $Eb=-g^*a$, where $g=t_1+t_2e^{-ik}$. The lower band has $E=-|g|$, hence $a=(g/|g|)b$. The off-diagonal element of its projector is
$$\frac{g}{2|g|}=\frac12\sqrt{\frac{t_1+t_2e^{-ik}}{t_1+t_2e^{ik}}}.$$
It is analytic for $|\mathrm{Im}\,k|<\ln(t_1/t_2)$ and has branch points at the edges of this strip. Shifting the Fourier integral over $k$ towards an edge gives decay at the rate $\ln(t_1/t_2)$ per cell, or
$$\gamma=\tfrac12\ln(t_1/t_2)=0.549$$
per site. At one of the two edges the denominator under the root vanishes. This inverse square root gives the slowest decay, with a prefactor $n^{-1/2}$ at $n$ sites.

The Löwdin factors $S^{-1/2}$ do not slow this decay. By the Jacobi triple product, the zeros of $\sum_n e^{-n^2}e^{i\kappa n}$ nearest the real axis have $|\mathrm{Im}\,\kappa|=1$, so these factors decay at rate 1 per site. With the prefactor divided out, the numerical density gives 0.5488 against 0.5493. Its range is 5, 13, 21 and 29 sites for $\varepsilon=10^{-2},10^{-4},10^{-6},10^{-8}$: eight sites per factor of 100, where $\ln(100)/\gamma=8.4$.

**Metallic chain.** With equal hoppings, $S$ and the hopping matrix share plane waves. Now let $k$ be the wavevector per site, with $k_F=\pi/2$. In a long chain, integration by parts gives
$$P(n)=\frac1\pi\int_0^{k_F}\frac{\cos kn}{S(k)}\,dk=\frac{\sin k_Fn}{\pi n\,S(k_F)}+O(n^{-2}).$$
For odd $n$ the sine has magnitude 1, so
$$R(\varepsilon)\approx\frac1{\pi\varepsilon S(k_F)},\qquad S(k_F)=0.9634.$$
At $\varepsilon=0.01$ and $0.005$ this gives 33.0 and 66.1 sites; the numerical ranges are 33 and 65.

## Reading the scaling

The kept quartets per site in open chains are:

| $N$ | insulator, $10^{-6}\,E_h$ | metal, $10^{-6}\,E_h$ | metal, $10^{-2}\,E_h$ |
|---|---|---|---|
| 64 | 583 | 1595 | 94 |
| 256 | 639 | 4739 | 100 |
| 1024 | 653 | 12,928 | 103 |

A constant column means linear total work. From 512 to 1024 sites, the totals grow as $N^{1.01}$, $N^{1.73}$ and $N^{1.01}$. The last column is a metal with linear work and no exponential decay.

The range formula, which holds away from the chain ends, estimates where the metal turns linear. Here $q_{\max}^2=0.798\,E_h$, so $\varepsilon=\tau/0.798\,E_h$. For $\tau=10^{-2}\,E_h$ the range is about 26 sites. Reflection at an open end can roughly double it, which still leaves it far shorter than the longest chain in the table. For $\tau=10^{-6}\,E_h$ it is about $2.6\times10^5$ sites. Below that size the growth is still less than quadratic, for two reasons. A smaller $|P_{\mu\nu}|$ admits fewer local partners $\lambda,\sigma$ in (1). In addition, away from the chain ends the $1/n$ term vanishes at even $n$, so those elements fall as $n^{-2}$ and drop below the threshold much earlier.

For the insulator, the cost of accuracy follows from the same count. The displacements $d_1,d_2$ of the two local pairs must satisfy
$$d_1^2+d_2^2<\ln\frac{q_{\max}^2|P(n)|}{\tau}\approx L-\gamma|n|,\qquad L=\ln\frac{q_{\max}^2A}{\tau}.$$
This disc contains about $\pi(L-\gamma|n|)$ lattice points. Summing over $n$ as an integral,
$$\frac{N_{\rm kept}}N\approx2\pi\int_0^{L/\gamma}(L-\gamma n)\,dn=\frac{\pi L^2}{\gamma}.$$
The square root of the work per site should thus rise by $\ln(1000)\sqrt{\pi/\gamma}=16.5$ when $\tau$ falls by 1000. The two numerical steps, from $10^{-4}$ to $10^{-7}$ to $10^{-10}\,E_h$, are 15.2 and 15.6. The estimate is thus 9% and 6% too high. It is a leading-order count that gives all density elements at one distance the same purely exponential size. It leaves out the power-law prefactors, the differences between sublattices and directions, and the chain ends.

Finally, suppose $\tau$ is tightened as $1/N$, as one would do if the total error grew as $N\tau$. With $\tau=0.64\,E_h/N$, the range formula for the metal gives a fixed fraction, about 0.41, of the chain length, and the open ends extend the largest range to nearly the whole chain, although reflection shortens the reach of some individual rows. The metal's work is then close to quadratic: its growth exponent between 512 and 1024 sites is 1.98. For the insulator the estimate becomes $N\ln^2N$. The local exponent of this estimate is $1+2/L$, which approaches 1 slowly. Taking $A=|P(1)|e^{\gamma}\approx0.66$ from the larger nearest-neighbour element, it is about 1.31 between 512 and 1024 sites, while the actual count grows with exponent 1.41. A single doubling is a noisy measure, since the count changes in steps as $\tau$ varies. For an endless chain the exponent is 1.57, 1.41 and 1.16 for doublings from 256, 512 and 1024 sites, where the estimate gives 1.35, 1.31 and 1.28. Under this stricter demand neither chain is strictly linear, but the insulator loses only logarithms while the metal loses a full power of $N$. The remaining values are in the numerical output below.

## Numbers as computed

```
H2 row: bond 1.4 bohr, spacing 5.0 bohr, 6 molecules
RHF/6-31G** energy -6.774981 Eh; 60 functions, 36 shells
exchange energy -3.961252 Eh; all quartets 1679616
tau 1e-04 Eh: kept 44068, tests 50728, Schwarz only 210208
  max K error 5.21e-04 Eh, bound 3.09e-03 Eh, Ex error -1.26e-03 Eh
tau 1e-06 Eh: kept 142786, tests 157602, Schwarz only 316400
  max K error 5.13e-06 Eh, bound 4.81e-05 Eh, Ex error -5.21e-06 Eh
  merged: 28757 of 222111 distinct quartets, max K error 3.66e-06 Eh
tau 1e-08 Eh: kept 252506, tests 272512, Schwarz only 431400
  max K error 5.73e-08 Eh, bound 4.41e-07 Eh, Ex error -1.26e-07 Eh
chain: exponent 0.5 bohr^-2, spacing 2.0 bohr, (mm|mm) 0.7979 Eh
smallest overlap eigenvalue, 1024 sites: 0.3006
kept quartets per site: N, insulator 1e-6, metal 1e-6, metal 1e-2 Eh
     64      582.9     1594.9       93.6
    128      620.5     2778.0      100.1
    256      639.2     4739.4      100.2
    512      648.6     7788.5      101.9
   1024      653.3    12927.5      102.9
growth exponents, 512 to 1024 sites: 1.010 1.731 1.013
tau = 0.64/N Eh, insulator: growth exponent 1.412
tau = 0.64/N Eh, metal: growth exponent 1.977
insulator, 1024 sites, kept per site at tau 1e-4, 1e-7, 1e-10 Eh: 240.0 942.0 2142.5
steps of square root of kept per site: 15.20 15.59
ring 802 sites: insulator decay rate 0.5488 per site, formula 0.5493
insulator range at eps 1e-2, 1e-4, 1e-6, 1e-8: [5, 13, 21, 29] sites
overlap at the Fermi wavevector: 0.9634
metal range at eps 1e-02: 33 sites, formula 33.0
metal range at eps 5e-03: 65 sites, formula 66.1
random projector N=256: 28.88 elements per row above 0.05
random projector N=1024: 2.36 elements per row above 0.05
```
